# A Dose-Conserving Moving-Interface Solver for Dopant Redistribution During Silicon Oxidation: a numerical check

```python
"""Dopant redistribution during oxidation: conservative moving-interface solver.

Result under test: a finite-volume scheme with one shared transfer per face
conserves total dopant to roundoff and converges to the moving-boundary problem
  D_si dC_si/dx - D_ox dC_ox/dx = (1/m - alpha) dX/dt C_si,  C_si = m C_ox
at the interface. X: oxide thickness; alpha: silicon consumed per oxide grown;
m: segregation coefficient; D_si, D_ox: diffusivities.
Internal units: micrometre, hour, cm^-3; cell content is concentration * width.
The cells run from the outer oxide surface to the deep silicon wall.
"""
import math
import numpy as np
from scipy.constants import hour, centi, micro
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import erf, erfc

EPS = np.finfo(float).eps
CM2S = (centi / micro) ** 2 * hour       # cm^2/s to um^2/h
UM_TO_CM = micro / centi
DEPTH = 3.0                              # deep silicon wall, um
alpha = 2.2e22 / 5.0e22                  # oxide molecules / silicon atoms per cm^3


def silicon_faces(interface, cells):
    shape = np.sinh(4 * np.linspace(0, 1, cells + 1)) / np.sinh(4)
    return interface + (DEPTH - interface) * shape


def oxidize(ox_width, ox_content, si_content, times, thickness, start,
            D_si, D_ox, m, uptake=1.0, open_surface=False, flux_form=True):
    """uptake = 1 is the true oxide outflow speed in units of dX/dt."""
    ox_width = np.array(ox_width, float)
    content = np.concatenate([ox_content, si_content]).astype(float)
    initial = math.fsum(content)
    cells, s, escaped, peclet = len(si_content), start, 0.0, 0.0
    x_old = silicon_faces(s, cells)
    for k in range(1, len(times)):
        dt = times[k] - times[k - 1]
        growth = thickness[k] - thickness[k - 1]
        rate = growth / dt
        j = len(ox_width)                # index of the newborn oxide cell
        ox_width = np.append(ox_width, growth)
        content = np.insert(content, j, 0.0)
        s += alpha * growth
        x_new = silicon_faces(s, cells)
        h = np.concatenate([ox_width, np.diff(x_new)])
        spacing = 0.5 * (h[1:] + h[:-1])
        diffusivity = np.where(np.arange(len(spacing)) < j, D_ox, D_si)
        speed = np.zeros(len(spacing))
        speed[j + 1:] = (x_new[1:-1] - x_old[1:-1]) / dt
        weight = h[1:] / (h[1:] + h[:-1])
        left = diffusivity / spacing - speed * weight
        right = -diffusivity / spacing - speed * (1 - weight)
        g_ox, g_si = 2 * D_ox / h[j], 2 * D_si / h[j + 1]
        K = g_si - alpha * rate + (g_ox + uptake * rate) / m
        left[j] = (g_si - alpha * rate) * g_ox / K
        right[j] = -g_si * (g_ox + uptake * rate) / (m * K)
        vent = 2 * D_ox / h[0] if open_surface else 0.0
        band = np.zeros((3, len(h)))
        band[0, 1:] = dt * right
        band[1] = h
        band[1, :-1] += dt * left
        band[1, 1:] -= dt * right
        band[1, 0] += dt * vent
        band[2, :-1] = -dt * left
        conc = solve_banded((1, 1), band, content)
        loss = dt * vent * conc[0]
        escaped += loss
        if flux_form:
            transfer = dt * (left * conc[:-1] + right * conc[1:])
            content[:-1] -= transfer
            content[1:] += transfer
            content[0] -= loss
        else:
            content = h * conc
        peclet = max(peclet, alpha * rate / g_si)
        x_old = x_new
    n_ox = len(ox_width)
    return dict(content=content, width=h, n_ox=n_ox, x=x_new, escaped=escaped,
                surface=(g_ox * conc[j] + g_si * conc[j + 1]) / K,
                oxide=math.fsum(content[:n_ox]),
                silicon=math.fsum(content[n_ox:]), peclet=peclet,
                drift=(math.fsum(content) + escaped - initial) / initial,
                steps=len(times) - 1)


def erfc_integral(z):
    return z * erfc(z) - np.exp(-z * z) / math.sqrt(math.pi)


# Rough typical values for boron and steam near 1100 C
A_lin, B_par = 0.11, 0.50               # um, um^2/h
D_si_cm, D_ox_cm, m_boron = 1.5e-13, 3e-17, 0.3
D_si, D_ox = D_si_cm * CM2S, D_ox_cm * CM2S
print("INPUTS (material values rough)")
print(f"alpha = {alpha:.3f}; neutral m = {1/alpha:.3f}")
print(f"A = {A_lin:.2f} um; B = {B_par:.2f} um^2/h")
print(f"D_si = {D_si_cm:.2e} cm2/s; D_ox = {D_ox_cm:.2e} cm2/s")
print(f"boron segregation coefficient m = {m_boron:.2f}")


# Uniform substrate, oxide grown from zero thickness as sqrt(B t)
def similarity(m):
    lam = alpha / 2 * math.sqrt(B_par / D_si)
    beta = ((1 / m - alpha) * math.sqrt(B_par) / 2
            * math.sqrt(math.pi / D_si) * math.exp(lam ** 2))
    surface = 1 / (1 + beta * erfc(lam))
    return lam, beta, surface, -beta * surface


def uniform_run(m, oxide_diffusivity, uptake=1.0):
    X = np.linspace(0.05, 0.50, 451)
    t = X ** 2 / B_par
    surface, amplitude = similarity(m)[2:]
    x = silicon_faces(alpha * X[0], 300)
    a = 2 * math.sqrt(D_si * t[0])
    silicon = np.diff(x) + amplitude * a * np.diff(erfc_integral(x / a))
    width = np.full(50, X[0] / 50)
    return oxidize(width, width * surface / m, silicon, t, X, alpha * X[0],
                   D_si, oxide_diffusivity, m, uptake)


print("UNIFORM SUBSTRATE, PARABOLIC GROWTH TO 0.50 um")
for m in (m_boron, 10.0):
    lam, beta, surface, amplitude = similarity(m)
    X_end = 0.50
    a = 2 * math.sqrt(D_si * X_end ** 2 / B_par)
    deficit = quad(lambda x: -amplitude * erfc(x / a), alpha * X_end, DEPTH,
                   epsabs=1e-12)[0]
    # dopant in oxide equals dopant in consumed silicon plus silicon deficit
    assert abs(X_end * surface / m - alpha * X_end - deficit) < 1e-8
    print(f"m={m:.1f}: lambda={lam:.4f}, beta={beta:.4f}")
    print(f"  exact C_s/C_B = {surface:.5f}")
    for label, value in (("rough D_ox", D_ox), ("D_ox = D_si", D_si)):
        run = uniform_run(m, value)
        assert abs(run["surface"] / surface - 1) < 0.01
        assert abs(run["drift"]) < run["steps"] * EPS
        print(f"  solver, {label}: {run['surface']:.5f}")
wrong = uniform_run(m_boron, 0.0, uptake=alpha)
assert abs(wrong["drift"]) < wrong["steps"] * EPS
assert abs(wrong["surface"] / similarity(m_boron)[2] - 1) > 0.2
print(f"expansion omitted, m=0.3: C_s/C_B = {wrong['surface']:.5f}")
print(f"  its relative dose drift = {wrong['drift']:.1e}")

# Thick clean oxide: added thickness p = kappa sqrt(t), diffusion in both phases
kappa, base, D_equal = math.sqrt(0.1), 2.0, D_si
eta_si = alpha * kappa / (2 * math.sqrt(D_si))
eta_ox = kappa / (2 * math.sqrt(D_equal))
q = (1 / m_boron - alpha) * kappa / 2
amp_si, amp_ox = np.linalg.solve(
    [[-erfc(eta_si) / m_boron, erfc(-eta_ox)],
     [-math.sqrt(D_si / math.pi) * math.exp(-eta_si ** 2) - q * erfc(eta_si),
      -math.sqrt(D_equal / math.pi) * math.exp(-eta_ox ** 2)]],
    [1 / m_boron, q])


def two_phase_contents(t, y, x):
    a_ox, a_si = 2 * math.sqrt(D_equal * t), 2 * math.sqrt(D_si * t)
    oxide = -amp_ox * a_ox * np.diff(erfc_integral(-y / a_ox))
    silicon = np.diff(x) + amp_si * a_si * np.diff(erfc_integral(x / a_si))
    return oxide, silicon


print("TWO-PHASE EXACT SOLUTION, CONVERGENCE")
errors = []
for n in (20, 40, 80, 160):
    p = np.linspace(kappa * 0.5, kappa, n + 1)
    t = (p / kappa) ** 2
    y = np.linspace(-base, p[0], 13 * n + 1)
    x = silicon_faces(alpha * p[0], 5 * n)
    oxide, silicon = two_phase_contents(t[0], y, x)
    run = oxidize(np.diff(y), oxide, silicon, t, base + p, alpha * p[0],
                  D_si, D_equal, m_boron)
    y_end = -base + np.concatenate([[0], np.cumsum(run["width"][:run["n_ox"]])])
    exact = two_phase_contents(t[-1], y_end, run["x"])
    error = np.abs(run["content"] - np.concatenate(exact)).sum() / exact[0].sum()
    errors.append(error)
    print(f"{n:4d} steps: relative L1 error = {error:.3e}")
order = math.log2(errors[-2] / errors[-1])
assert 0.75 < order < 1.35 and errors[-1] < 0.01
print(f"observed order = {order:.3f}")

# Neutral segregation leaves uniform silicon uniform under any growth law
X = np.linspace(0.01, 0.30, 291)
t = (X ** 2 - X[0] ** 2 + A_lin * (X - X[0])) / B_par
width = np.full(10, 0.001)
flat = oxidize(width, alpha * width, np.diff(silicon_faces(0, 300)), t, X, 0,
               D_si, 0.1 * D_si, 1 / alpha)
flat_error = np.max(np.abs(flat["content"][flat["n_ox"]:]
                           / flat["width"][flat["n_ox"]:] - 1))
assert flat_error < 1e-10
print(f"neutral m: largest silicon deviation = {flat_error:.1e}")

# Dopant initially only in oxide: coarse silicon cells break positivity
print("POSITIVITY TEST (one step)")
for cells, positive in ((3, False), (120, True)):
    width = np.full(10, 0.01)
    run = oxidize(width, width, np.zeros(cells), [0, 0.0025], [0.10, 0.11], 0,
                  D_si, 0.1 * D_si, m_boron)
    lowest = np.min(run["content"] / run["width"])
    assert (lowest > -1e-14) == positive
    assert (run["peclet"] < 1) == positive
    print(f"alpha X' h/(2D)={run['peclet']:.3f}: min C={lowest:.1e}")

# Boron implant under growing oxide
implant_dose, implant_depth, straggle = 1e13, 0.30, 0.07
X_start, duration = 0.002, 0.5
X_final = -A_lin / 2 + math.sqrt(A_lin ** 2 / 4 + X_start ** 2
                                 + A_lin * X_start + B_par * duration)
growth_check = solve_ivp(lambda t, X: B_par / (A_lin + 2 * X), (0, duration),
                         [X_start], rtol=1e-10, atol=1e-12).y[0, -1]
assert abs(growth_check - X_final) < 1e-7


def boron_run(steps=450, cells=300, D=D_si, D_o=D_ox, m=m_boron, **options):
    X = np.linspace(X_start, X_final, steps + 1)
    t = (X ** 2 - X_start ** 2 + A_lin * (X - X_start)) / B_par
    x = silicon_faces(0, cells)
    silicon = (implant_dose / UM_TO_CM / 2
               * np.diff(erf((x - implant_depth) / (straggle * math.sqrt(2)))))
    return oxidize(np.full(2, X_start / 2), np.zeros(2), silicon, t, X, 0,
                   D, D_o, m, **options)


main, fine, solved = boron_run(), boron_run(900, 600), boron_run(flux_form=False)
total = main["oxide"] + main["silicon"]
conc = main["content"] / main["width"]
si_conc = conc[main["n_ox"]:]
assert abs(main["drift"]) < main["steps"] * EPS
assert abs(fine["drift"]) < fine["steps"] * EPS
assert abs(solved["drift"]) < 1e-10
assert conc.min() > -1e-12 * conc.max() and main["peclet"] < 1
assert abs(si_conc[-1]) < 1e-6 * si_conc.max()
assert abs(fine["oxide"] / main["oxide"] - 1) < 0.01
assert abs(fine["surface"] / main["surface"] - 1) < 0.02
peak = np.argmax(si_conc)
peak_depth = 0.5 * (main["x"][peak] + main["x"][peak + 1]) - main["x"][0]
print("BORON EXAMPLE")
print(f"implant depth {implant_depth:.2f} um, straggle {straggle:.2f} um")
print(f"time {duration:.2f} h; initial oxide {X_start:.3f} um")
print(f"final oxide {X_final:.4f} um; Si used {alpha*(X_final-X_start):.4f} um")
print(f"initial boron in silicon = {total*UM_TO_CM:.5e} cm^-2")
print(f"final boron in oxide = {main['oxide']*UM_TO_CM:.4e} cm^-2")
print(f"final boron in silicon = {main['silicon']*UM_TO_CM:.4e} cm^-2")
print(f"fraction in oxide = {100*main['oxide']/total:.2f} %")
print(f"interface C_si = {main['surface']:.4e} cm^-3")
print(f"interface C_ox = {main['surface']/m_boron:.4e} cm^-3")
print(f"silicon peak = {si_conc[peak]:.4e} cm^-3")
print(f"peak depth below interface = {peak_depth:.3f} um")
print(f"steps = {main['steps']}; max alpha X' h/(2D) = {main['peclet']:.4f}")
print(f"relative drift, flux update = {main['drift']:.1e}")
print(f"relative drift, solve only = {solved['drift']:.1e}")
print(f"refined: oxide fraction = {100*fine['oxide']/total:.2f} %")
print(f"refined: interface C_si = {fine['surface']:.4e} cm^-3")

print("NEGLECTED EFFECTS AND PARAMETER UNCERTAINTY")
cases = (("D_si x 1.5 (oxidation)", dict(D=1.5 * D_si)),
         ("D_ox x 100 (hydrogen)", dict(D_o=100 * D_ox)),
         ("same, open surface", dict(D_o=100 * D_ox, open_surface=True)),
         ("m = 0.5", dict(m=0.5)),
         ("expansion omitted", dict(uptake=alpha)))
for label, options in cases:
    run = boron_run(**options)
    assert abs(run["drift"]) < run["steps"] * EPS
    print(f"{label}: in oxide {100*run['oxide']/total:.2f} %, "
          f"escaped {100*run['escaped']/total:.2f} %")
n_i = 1e19                               # rough intrinsic density, cm^-3
N_peak = implant_dose / (math.sqrt(2 * math.pi) * straggle * UM_TO_CM)
holes = N_peak / 2 + math.hypot(N_peak / 2, n_i)
field_factor = 1 + N_peak / math.hypot(N_peak, 2 * n_i)
print(f"initial peak {N_peak:.3e} cm^-3; rough n_i {n_i:.0e} cm^-3")
print(f"doping and field factor on D = {holes/n_i*field_factor:.3f}")
print("all tests passed")
```

Output:

```
INPUTS (material values rough)
alpha = 0.440; neutral m = 2.273
A = 0.11 um; B = 0.50 um^2/h
D_si = 1.50e-13 cm2/s; D_ox = 3.00e-17 cm2/s
boron segregation coefficient m = 0.30
UNIFORM SUBSTRATE, PARABOLIC GROWTH TO 0.50 um
m=0.3: lambda=0.6694, beta=12.2141
  exact C_s/C_B = 0.19235
  solver, rough D_ox: 0.19235
  solver, D_ox = D_si: 0.19234
m=10.0: lambda=0.6694, beta=-1.4353
  exact C_s/C_B = 1.97402
  solver, rough D_ox: 1.97424
  solver, D_ox = D_si: 1.97428
expansion omitted, m=0.3: C_s/C_B = 0.40152
  its relative dose drift = 0.0e+00
TWO-PHASE EXACT SOLUTION, CONVERGENCE
  20 steps: relative L1 error = 7.589e-03
  40 steps: relative L1 error = 3.811e-03
  80 steps: relative L1 error = 1.910e-03
 160 steps: relative L1 error = 9.561e-04
observed order = 0.998
neutral m: largest silicon deviation = 2.1e-14
POSITIVITY TEST (one step)
alpha X' h/(2D)=3.157: min C=-1.2e-04
alpha X' h/(2D)=0.060: min C=1.2e-96
BORON EXAMPLE
implant depth 0.30 um, straggle 0.07 um
time 0.50 h; initial oxide 0.002 um
final oxide 0.4482 um; Si used 0.1963 um
initial boron in silicon = 9.99991e+12 cm^-2
final boron in oxide = 4.5972e+12 cm^-2
final boron in silicon = 5.4027e+12 cm^-2
fraction in oxide = 45.97 %
interface C_si = 3.8912e+16 cm^-3
interface C_ox = 1.2971e+17 cm^-3
silicon peak = 1.3373e+17 cm^-3
peak depth below interface = 0.188 um
steps = 450; max alpha X' h/(2D) = 0.0260
relative drift, flux update = -1.6e-16
relative drift, solve only = 9.6e-16
refined: oxide fraction = 46.00 %
refined: interface C_si = 3.8898e+16 cm^-3
NEGLECTED EFFECTS AND PARAMETER UNCERTAINTY
D_si x 1.5 (oxidation): in oxide 50.33 %, escaped 0.00 %
D_ox x 100 (hydrogen): in oxide 45.96 %, escaped 0.00 %
same, open surface: in oxide 45.94 %, escaped 0.02 %
m = 0.5: in oxide 42.85 %, escaped 0.00 %
expansion omitted: in oxide 40.67 %, escaped 0.00 %
initial peak 5.699e+17 cm^-3; rough n_i 1e+19 cm^-3
doping and field factor on D = 1.058
all tests passed
```
